**Transverse and axial widths of one-photon and two-photon responses**

For a Gaussian focus with $1/e^2$ intensity radius $w$, the response $I^n$ has transverse widths proportional to $w/\sqrt n$, so two-photon widths are smaller by $\sqrt2$ at equal fractions of the peak. Here $I$ is the intensity and $n$ is the number of photons absorbed together. The program builds the focus from a paraxial sum of plane waves, finds widths by root finding and rms values by quadrature, and asserts that they agree with the derived formulas. It also asserts that a common intensity threshold gives no narrowing, and that two-photon writing gives a spot $\sqrt2$ wider than one-photon writing at half the wavelength and the same focusing angle. Depletion is followed by many small exposure steps and compared with the closed formula for the width. For $w=1$ μm and a wavelength of 0.8 μm, the output shows half-maximum widths of 1.1774 and 0.8326 μm across the beam. Along the axis the paraxial profile is Lorentzian, and the ratio of half-maximum widths in this model is 1.5538. With a peak exposure of 2, the transverse ratio stays at 1.4142 if both resists are depleted equally, and falls to 1.0481 if a depleted two-photon resist is compared with a weakly exposed one-photon resist.

## Check in Python

```python
"""
Result under test: for a Gaussian focus I(r) = I0 exp(-2 r^2 / w^2), the
two-photon response I^2 has every transverse width (at a fixed fraction of its
own peak, or rms) smaller by sqrt(2) than the one-photon response I.

Symbols: w = 1/e^2 intensity radius, n = number of photons absorbed,
f = fraction of the peak response, z = distance along the beam axis,
a = peak exposure (rate times time at the centre). Lengths in micrometres.
The focus is computed from a paraxial sum of plane waves with a Gaussian
angular spread; the Gaussian intensity formula is not used to build it.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

waist = 1.0
wavelength = 0.8
cone_angle = wavelength / (np.pi * waist)

nodes, weights = np.polynomial.legendre.leggauss(400)
angles = 3.0 * cone_angle * (nodes + 1.0)
amplitudes = 3.0 * cone_angle * weights * angles * np.exp(-(angles / cone_angle) ** 2)


def intensity(r, z=0.0, lam=wavelength):
    """Intensity relative to the focus, from the diffraction sum."""
    k = 2.0 * np.pi / lam
    waves = j0(k * angles * r) * np.exp(-0.5j * k * angles**2 * z)
    return abs(np.sum(amplitudes * waves) / np.sum(amplitudes)) ** 2


def full_width(profile, f, limit=4.0):
    """Full width of a symmetric profile at fraction f of its central value."""
    level = f * profile(0.0)
    return 2.0 * brentq(lambda x: profile(x) - level, 0.0, limit, xtol=1e-13)


def response(n):
    return lambda r: intensity(r) ** n


def width_formula(n, f):
    return waist * np.sqrt(2.0 * np.log(1.0 / f) / n)


def rms_width(n):
    profile = response(n)
    second = quad(lambda x: x * x * profile(x), 0.0, 4.0 * waist)[0]
    total = quad(profile, 0.0, 4.0 * waist)[0]
    return np.sqrt(second / total)


def close(x, y, tolerance=1e-7):
    return abs(x - y) < tolerance


root2 = np.sqrt(2.0)

# The computed focus has the Gaussian shape assumed in the derivation.
for r in (0.2, 0.7, 1.3):
    assert close(intensity(r), np.exp(-2.0 * r**2 / waist**2))

# Widths at several fractions of the peak.
for f in (0.1, np.exp(-2.0), 0.5, 0.8):
    for n in (1, 2):
        assert close(full_width(response(n), f), width_formula(n, f))
    assert close(full_width(response(1), f) / full_width(response(2), f), root2)

fwhm = {n: full_width(response(n), 0.5) for n in (1, 2)}
radius = {n: 0.5 * full_width(response(n), np.exp(-2.0)) for n in (1, 2)}
rms = {n: rms_width(n) for n in (1, 2)}
for n in (1, 2):
    assert close(radius[n], waist / np.sqrt(n))
    assert close(rms[n], waist / (2.0 * np.sqrt(n)))

# A common intensity threshold gives no narrowing.
common_width = full_width(response(2), 0.5**2)
assert close(common_width, width_formula(1, 0.5))

# Along the axis the profile is not Gaussian and the ratio differs.
rayleigh = np.pi * waist**2 / wavelength
axial = {n: full_width(lambda z, n=n: intensity(0.0, z) ** n, 0.5, 10.0)
         for n in (1, 2)}
assert close(axial[1], 2.0 * rayleigh)
assert close(axial[2], 2.0 * rayleigh * np.sqrt(root2 - 1.0))
assert abs(axial[1] / axial[2] - root2) > 0.1

# One-photon writing at half the wavelength and the same focusing angle.
short_fwhm = full_width(lambda r: intensity(r, 0.0, wavelength / 2.0), 0.5)
assert close(short_fwhm, width_formula(1, 0.5) / 2.0)
assert close(fwhm[2] / short_fwhm, root2)

# Depletion followed by many small exposure steps.
peak_exposure = 2.0
steps = 10**6


def converted(n):
    return lambda r: 1.0 - (1.0 - peak_exposure * intensity(r) ** n / steps) ** steps


half_rate = -np.log((1.0 + np.exp(-peak_exposure)) / 2.0) / peak_exposure
depleted = {n: full_width(converted(n), 0.5) for n in (1, 2)}
for n in (1, 2):
    # Tolerance covers the finite step error, of order 1/steps.
    assert close(depleted[n], width_formula(n, half_rate), 1e-5)
assert close(depleted[1] / depleted[2], root2, 1e-5)
assert fwhm[1] / depleted[2] < root2 - 0.1

edge = fwhm[1] / 2.0
print(f"beam radius w: {waist:.4f} um")
print(f"wavelength: {wavelength:.4f} um")
print(f"focusing angle lambda/(pi w): {cone_angle:.4f} rad")
print(f"square root of 2: {root2:.4f}")
for n in (1, 2):
    print(f"{n}-photon full width at half maximum: {fwhm[n]:.4f} um")
    print(f"{n}-photon 1/e^2 radius: {radius[n]:.4f} um")
    print(f"{n}-photon rms width: {rms[n]:.4f} um")
print(f"ratio of half-maximum widths: {fwhm[1] / fwhm[2]:.4f}")
print(f"ratio of 1/e^2 radii: {radius[1] / radius[2]:.4f}")
print(f"ratio of rms widths: {rms[1] / rms[2]:.4f}")
print(f"one-photon half-maximum radius: {edge:.4f} um")
print(f"relative one-photon response there: {intensity(edge):.4f}")
print(f"relative two-photon response there: {intensity(edge) ** 2:.4f}")
print(f"two-photon width at 1/4 of its peak: {common_width:.4f} um")
print(f"Rayleigh length zR: {rayleigh:.4f} um")
print(f"one-photon axial half-maximum width: {axial[1]:.4f} um")
print(f"two-photon axial half-maximum width: {axial[2]:.4f} um")
print(f"ratio of axial widths: {axial[1] / axial[2]:.4f}")
print(f"half wavelength: {wavelength / 2.0:.4f} um")
print(f"one-photon half-maximum width at half wavelength: {short_fwhm:.4f} um")
print(f"two-photon width over that width: {fwhm[2] / short_fwhm:.4f}")
print(f"peak exposure a in depletion case: {peak_exposure:.4f}")
print(f"relative rate s at half conversion: {half_rate:.4f}")
print(f"depleted one-photon half-maximum width: {depleted[1]:.4f} um")
print(f"depleted two-photon half-maximum width: {depleted[2]:.4f} um")
print(f"ratio, both depleted equally: {depleted[1] / depleted[2]:.4f}")
print(f"ratio, weak one-photon to depleted two-photon: {fwhm[1] / depleted[2]:.4f}")
print("all good")
```

Running it gives:

```
beam radius w: 1.0000 um
wavelength: 0.8000 um
focusing angle lambda/(pi w): 0.2546 rad
square root of 2: 1.4142
1-photon full width at half maximum: 1.1774 um
1-photon 1/e^2 radius: 1.0000 um
1-photon rms width: 0.5000 um
2-photon full width at half maximum: 0.8326 um
2-photon 1/e^2 radius: 0.7071 um
2-photon rms width: 0.3536 um
ratio of half-maximum widths: 1.4142
ratio of 1/e^2 radii: 1.4142
ratio of rms widths: 1.4142
one-photon half-maximum radius: 0.5887 um
relative one-photon response there: 0.5000
relative two-photon response there: 0.2500
two-photon width at 1/4 of its peak: 1.1774 um
Rayleigh length zR: 3.9270 um
one-photon axial half-maximum width: 7.8540 um
two-photon axial half-maximum width: 5.0548 um
ratio of axial widths: 1.5538
half wavelength: 0.4000 um
one-photon half-maximum width at half wavelength: 0.5887 um
two-photon width over that width: 1.4142
peak exposure a in depletion case: 2.0000
relative rate s at half conversion: 0.2831
depleted one-photon half-maximum width: 1.5887 um
depleted two-photon half-maximum width: 1.1234 um
ratio, both depleted equally: 1.4142
ratio, weak one-photon to depleted two-photon: 1.0481
all good
```
